Elastic constants from Born and Huang's method of long waves

A sound wave whose wavelength is much longer than the lattice spacing sees a crystal as an elastic continuum. The lattice itself knows only force constants between atoms, and when the cell holds several atoms they need not follow the wave rigidly: each sublattice may shift a little relative to the others. The question is how the elastic constants follow from the force constants, and what the internal shifts contribute.

**Setting and assumptions**

Atom κ in cell l has equilibrium position x(lκ) and displacement u(lκ). The cell volume is V, the cell mass M = Σ_κ m_κ, and ρ = M/V. The force constants are

Φ_αβ(0κ,lκ') = ∂²E/∂u_α(0κ)∂u_β(lκ'),

including the self-term. Repeated Cartesian indices are summed, as are repeated sublattice indices in products of matrices. In a sum over l, x means x(lκ') − x(0κ).

(A1) E is a sum of smooth terms, repeated by the lattice translations, each depending on the distances within a finite group of nearby atoms. Angles are included, since scalar products of bond vectors are combinations of squared distances.

(A2) No atom feels a force.

(A3) The stress σ is zero.

(A4) With one sublattice held fixed, the energy of relative sublattice shifts is positive definite.

Finite range makes the following moments finite sums:

Φ⁰(κα,κ'β) = Σ_l Φ_αβ(0κ,lκ')
Φ¹(κα,κ'β;γ) = Σ_l Φ_αβ(0κ,lκ') x_γ
Φ²(κα,κ'β;γλ) = Σ_l Φ_αβ(0κ,lκ') x_γ x_λ
Λ(κμ;αγ) = Σ_κ' Φ¹(κμ,κ'α;γ).

Let Γ be the inverse of Φ⁰ with the rows and columns of one chosen sublattice removed, filled up with zeros there. The square and round brackets are

[αβ,γλ] = −(1/2V) Σ_κκ' Φ²(κα,κ'β;γλ)
(αγ,βλ) = −(1/V) Λ(κμ;αγ) Γ(κμ,κ'ν) Λ(κ'ν;βλ).

The elastic constants c_αγβλ are the second derivatives of the energy per volume with respect to symmetric strains ε_αγ and ε_βλ, the sublattices being free to relax.

**Theorem.** Under (A1)–(A4), long acoustic waves obey, to leading order in q,

ρω² u_α = {[αβ,γλ] + (αγ,βλ)} q_γ q_λ u_β,  (1)

and the elastic constants are

c_αγβλ = [αβ,γλ] + [βγ,αλ] − [αγ,βλ] + (αγ,βλ).  (2)

**Lemma 1: symmetries of the moments**

(a) Σ_κ' Φ⁰(κα,κ'β) = 0.
(b) Φ¹(κα,κ'β;γ) = −Φ¹(κ'β,κα;γ).
(c) Λ(κμ;αγ) = Λ(κμ;γα).
(d) Σ_κ Λ(κμ;αγ) = 0.

Proof. A common translation of all atoms produces no force, which is (a). Exchanging the two atoms leaves the second derivative unchanged and reverses x, which is (b).

For (c), rotate the crystal infinitesimally: u_α(lκ') = ω_αγ x_γ(lκ') with ω antisymmetric. The force on every atom was zero and merely rotates, so it stays zero. By (a) the position of atom 0κ may be subtracted from x(lκ'), and the condition becomes Λ(κμ;αγ) ω_αγ = 0 for every antisymmetric ω. Hence Λ is symmetric in αγ. Force balance (A2) is what makes this true.

For (d), let T_μαγ = Σ_κ Λ(κμ;αγ). By (b) it is antisymmetric in μα, and by (c) symmetric in αγ. Using the two rules in turn,

T_μαγ = −T_αμγ = −T_αγμ = T_γαμ = T_γμα = −T_μγα = −T_μαγ,

so T = 0. ∎

**Lemma 2: the wave equation**

Equation (1) holds.

Proof. Insert u(lκ) = u_κ exp(iq·x(lκ) − iωt) into Newton's equations. With phases taken at the atomic positions,

m_κ ω² u_κα = D(κα,κ'β) u_κ'β,
D = Φ⁰ + i q_γ Φ¹(;γ) − ½ q_γ q_λ Φ²(;γλ) + …

Keep the direction of q fixed and expand in its length. At order zero an acoustic wave has Φ⁰u = 0, and by (A4) this forces all sublattices to move together, u_κ = u. Write

u_κ = u + i v_κ + z_κ + …,

with v of first and z of second order.

At first order, allow provisionally a term ω₁² linear in q:

m_κ ω₁² u_μ = i Φ⁰(κμ,κ'ν) v_κ'ν + i q_γ Λ(κμ;βγ) u_β.

Sum over κ. The first term on the right vanishes by (a) and the symmetry of Φ⁰, the second by (d). So M ω₁² u = 0, and ω² starts at second order. The first-order equation is then

Φ⁰(κμ,κ'ν) v_κ'ν = −q_γ Λ(κμ;βγ) u_β.

A common part of v can be absorbed in u, so set v = 0 on the chosen sublattice. This gives

v_κν = −Γ(κν,κ'μ) Λ(κ'μ;βλ) q_λ u_β.

The row belonging to the chosen sublattice is satisfied too, because both sides sum to zero over κ.

At second order,

m_κ ω² u_α = Φ⁰(κα,κ'β) z_κ'β − q_γ Φ¹(κα,κ'ν;γ) v_κ'ν − ½ q_γ q_λ Σ_κ' Φ²(κα,κ'β;γλ) u_β,

where the minus sign of the middle term is i². Summing over κ removes the unknown z. The last term becomes V[αβ,γλ] q_γ q_λ u_β by definition. In the middle term, (b) gives Σ_κ Φ¹(κα,κ'ν;γ) = −Λ(κ'ν;αγ), so it equals

+q_γ Λ(κν;αγ) v_κν = −q_γ q_λ Λ(κν;αγ) Γ(κν,κ'μ) Λ(κ'μ;βλ) u_β = V(αγ,βλ) q_γ q_λ u_β.

Dividing by V gives (1). ∎

The individual masses have dropped out; only the density remains. The internal shift v is a quasistatic response to the local strain, since inertia would enter it at higher order.

**Lemma 3: what a square bracket contains**

A wave yields a contraction with q_γ q_λ, so it determines only a part symmetric in γλ. To recover the elastic tensor one needs further symmetry, which comes from rotation invariance.

For a pair p = (i,j) put x_p = x_j − x_i, u_p = u_j − u_i and s_p = |x_p|²/2. Let k_p and K_pp' be the first and second derivatives of E with respect to these s. Then

[αβ,γλ] = ½(c̃_αγβλ + c̃_αλβγ) + δ_αβ σ_γλ,  (3)

where

σ_γλ = (1/V) Σ_p k_p x_pγ x_pλ
c̃_αγβλ = (1/V) Σ_pp' K_pp' x_pα x_pγ x_p'β x_p'λ.

Here p runs over one representative of each set of pairs related by lattice translation, and p' over all pairs. The tensor c̃ is symmetric in αγ, in βλ, and under exchange of these two index pairs.

Proof. A displacement changes s_p by x_p·u_p + ½|u_p|². The part of the energy quadratic in u is therefore

½ Σ_p k_p |u_p|² + ½ Σ_pp' K_pp' (x_p·u_p)(x_p'·u_p').  (4)

Under a homogeneous deformation u_p = εx_p, the linear energy per cell is Σ_p k_p x_p·εx_p = Vσ_γλ ε_γλ. This identifies σ as the stress; sublattice shifts add nothing at first order because the forces vanish.

Now take the trial wave u(lκ) = u exp(iq·x(lκ)), with the same complex u for every atom. The Hermitian form belonging to twice the quadratic energy, per cell, is Σ_κκ' u*_α D(κα,κ'β) u_β. Its order-zero part vanishes by (a), its linear part by (d), and its second-order part is V[αβ,γλ] q_γ q_λ u*_α u_β.

In the pair form, u_p = exp(iq·x_i) u [i q·x_p + O(q²)]. Two pairs coupled by K_pp' lie a finite distance apart, so their phases agree to leading order. Replacing squares by Hermitian products, the same second-order part is

q_γ q_λ u*_α u_β {δ_αβ Σ_p k_p x_pγ x_pλ + Σ_pp' K_pp' x_pα x_pγ x_p'β x_p'λ}.

Equality for all complex u and all q fixes the coefficients after symmetrization in γλ, which is (3). ∎

**Lemma 4: inversion**

At σ = 0,

c̃_αγβλ = [αβ,γλ] + [βγ,αλ] − [αγ,βλ].  (5)

Proof. By (3) the three brackets are

[αβ,γλ] = ½(c̃_αγβλ + c̃_αλβγ)
[βγ,αλ] = ½(c̃_βαγλ + c̃_βλγα)
[αγ,βλ] = ½(c̃_αβγλ + c̃_αλγβ).

In the combination (5), c̃_βαγλ cancels c̃_αβγλ and c̃_αλβγ cancels c̃_αλγβ. What remains is ½(c̃_αγβλ + c̃_βλγα), and the two terms are equal. ∎

**Proof of the theorem**

Equation (1) is Lemma 2. For (2), strain the crystal homogeneously and let the sublattices shift:

u(lκ) = εx(lκ) + w_κ, with w = 0 on the chosen sublattice.

By (4) with σ = 0, the term quadratic in ε is (V/2) c̃_αγβλ ε_αγ ε_βλ per cell. The derivative of the energy with respect to w_κμ at w = 0 is minus the force on atom κ, namely Λ(κμ;αγ) ε_αγ. Hence, to second order,

W = (V/2) c̃_αγβλ ε_αγ ε_βλ + w_κμ Λ(κμ;αγ) ε_αγ + ½ w_κμ Φ⁰(κμ,κ'ν) w_κ'ν.

By (A4) this has a minimum at w = −ΓΛε. There the quadratic term is half the size of the linear one and of opposite sign, so the energy gained is ½(Λε)Γ(Λε), and

W_min = (V/2) {c̃_αγβλ + (αγ,βλ)} ε_αγ ε_βλ.

Lemma 1(c) and the symmetry of Γ give the round bracket the index symmetries of an elastic tensor. The braces are therefore c_αγβλ, and (5) completes (2). ∎

The waves carry the same constants: at σ = 0, (3) gives [αβ,γλ] q_γ q_λ = c̃_αγβλ q_γ q_λ, so (1) reads ρω²u_α = c_αγβλ q_γ q_λ u_β, the equation of continuum elasticity. The choice of fixed sublattice does not affect W_min, since by (a) and (d) W is unchanged when all w_κ are shifted together.

**Remarks on meaning and range**

*Relaxation softens.* Contracted with any strain, the round bracket gives −(1/V)(Λε)Γ(Λε) ≤ 0. This holds for the energy of each strain, and so for diagonal constants such as c₁₁ and c₄₄; an off-diagonal constant may rise, as c₁₂ does in a hexagonal close-packed crystal with pair forces. The square brackets describe sublattices clamped to the homogeneous strain. If every atom is a centre of inversion, the contributions to Λ from x and −x cancel and the round bracket vanishes.

*Huang's equalities* are the conditions [αβ,γλ] = [γλ,αβ]. Equation (3) gives

[αβ,γλ] − [γλ,αβ] = δ_αβ σ_γλ − δ_γλ σ_αβ.

The right side vanishes for all indices exactly when σ is isotropic: α = β with γ ≠ λ forces σ_γλ = 0, and α = β = x with γ = λ = y forces σ_yy = σ_xx, and likewise for z. The equalities are thus necessary for zero stress but do not detect a pressure. For σ = −pδ, inserting (3) in the right side of (5) gives

c̃_αγβλ − p(δ_αβ δ_γλ + δ_βγ δ_αλ − δ_αγ δ_βλ),

so the stress must be checked separately. In a triclinic model crystal, a pressure of 0.001 Ry/bohr³ left the equalities intact, while a shear stress of the same size broke them by 0.001 Ry/bohr³.

*Where the result fails.* In a polar crystal, displaced ions act on each other as dipoles, so the force constants fall off only as 1/r³ and none of the three moment sums converges absolutely; already Φ⁰, and with it Γ, depends on the shape of the summation region. The macroscopic field must be separated before the moments are taken. If an internal mode softens while Λ still couples it to strain, Γ grows without bound and an elastic constant reaches zero before the mode does.

**Example: the diamond structure with springs**

Take a model with a = 10 bohr, so h = a/4 = 2.5 bohr and V = a³/4 = 16h³ = 250 bohr³. Atom 1 has bonds

x₁ = h(1,1,1), x₂ = h(1,−1,−1), x₃ = h(−1,1,−1), x₄ = h(−1,−1,1),

with r₀² = 3h². Each bond has energy S(|x|²−r₀²)²/(8r₀²), and each of the 12 angles per cell B(x·x'+r₀²/3)²/(2r₀²). Since |x|²−r₀² ≈ 2r₀δr, S is the radial spring constant. Let S = 0.2 and B = 0.01 Ry/bohr². Every term is at its minimum, so forces and stress vanish.

Let atom 2 shift by w relative to atom 1. To first order |x_b|² changes by 2(x_b·εx_b + x_b·w), and x_b·x_b' by 2x_b·εx_b' + w·(x_b+x_b'). The angles at atom 2 change equally, which doubles their energy. Per cell,

U = (S/6h²) Σ_b (x_b·εx_b + x_b·w)² + (B/3h²) Σ_b<b' (2x_b·εx_b' + w·(x_b+x_b'))².

*Normal strains* ε_xx = e, ε_yy = f. The terms linear in w cancel: Σ_b x_b = 0, and complementary bond pairs such as (1,2) and (3,4) have equal strain terms but opposite x_b+x_b'. So w = 0. The bond sum is 4h⁴(e+f)². The six angle terms are ±2h²(e−f) four times and −2h²(e+f) twice, so their squares add to

16h⁴(e−f)² + 8h⁴(e+f)² = 8h⁴(3e²+3f²−2ef).

Therefore U = (2S/3)h²(e+f)² + (8B/3)h²(3e²+3f²−2ef). Comparison with U/V = ½c₁₁(e²+f²) + c₁₂ef gives

c₁₁ = (S+12B)/(3a) = 0.32/30 = 0.010667 Ry/bohr³
c₁₂ = (S−4B)/(3a) = 0.16/30 = 0.005333 Ry/bohr³.

*Shear* ε_xy = ε_yx = g/2. The twofold axis along z allows only w = (0,0,w). For each bond x_b·εx_b = g x_b y_b = g h z_b, so the bond sum is 4h²(w+gh)². Among the angles, pairs (1,4) and (2,3) give ±2h(w−gh) and the rest give zero. Hence

U = (2S/3)(w+gh)² + (8B/3)(w−gh)².

Bond stretching wants w = −gh, angle bending wants w = +gh. The derivatives of U are

internal spring ∂²U/∂w² = (4/3)(S+4B) = 0.32 Ry/bohr²
Λ(2z;xy) = ∂²U/∂w∂g = (4h/3)(S−4B) = 0.5333 Ry/bohr.

The clamped constant, at w = 0, is c̃₄₄ = (S+4B)/(3a) = 0.008 Ry/bohr³. The round bracket is

(xy,xy) = −0.5333²/(250 × 0.32) = −0.003556 Ry/bohr³,

and so

c₄₄ = 0.008 − 0.003556 = 0.004444 Ry/bohr³ = 16SB/[3a(S+4B)].

By (3), [xx,xx] = c₁₁, [xx,yy] = c̃₄₄ and [xy,xy] = ½(c₁₂+c̃₄₄) = 0.006667 Ry/bohr³. Conversely, (5) returns c₁₂ = 2 × 0.006667 − 0.008 = 0.005333 Ry/bohr³. In common units c₁₁, c₁₂ and c₄₄ are 156.9, 78.5 and 65.4 GPa.

Relaxation lowers c₄₄ by 44% of its clamped value. The shift is w/g = −h(S−4B)/(S+4B) = −1.667 bohr, two thirds of the way to the value −h that bond stretching alone would choose. Two limits show the competition. For B → 0 the shift keeps all bond lengths unchanged to first order, and c₄₄ → 0 although c̃₄₄ → S/(3a). For S = 4B the two tendencies balance, Λ = 0, and nothing relaxes.

A transverse wave along x, with atomic masses in the ratio 1:3, confirms which constant governs sound. From the full dynamical matrix, ρω²/q² is 0.004381 Ry/bohr³ at q = 0.1 bohr⁻¹ and 0.004440 at q = 0.025 bohr⁻¹. It approaches the relaxed c₄₄, not the clamped one, and the difference falls fourfold at each halving of q, as for a correction proportional to q².

The diamond model has no bond tensions, so it leaves part of the theorem untried. The triclinic crystal, with three atoms per cell, balanced tensions and many-body terms, supplies that test. There (2) agrees with the relaxed energies of strained cells to about 2 parts in 10⁷ of the largest constant; the numerical output gives the details.

Computed results

```
TRICLINIC TEST CRYSTAL (3 atoms, model)
cell volume = 132.00 bohr^3, bonds per cell = 25
c11 clamped, relaxed = 0.10280, 0.08823 Ry/bohr^3
c44 clamped, relaxed = 0.02675, 0.02277 Ry/bohr^3
brackets vs strained energy, clamped: max error/max c = 2.8e-07
brackets vs strained energy, relaxed: max error/max c = 2.3e-07
brackets vs sound waves, two mass sets: max rel. error = 6.0e-06
Huang mismatch, no stress: max |stress| = 0.00000, max |[ab,gl]-[gl,ab]| = 0.00000 Ry/bohr^3
Huang mismatch, pressure: max |stress| = 0.00100, max |[ab,gl]-[gl,ab]| = 0.00000 Ry/bohr^3
Huang mismatch, shear stress: max |stress| = 0.00100, max |[ab,gl]-[gl,ab]| = 0.00100 Ry/bohr^3
DIAMOND-STRUCTURE MODEL
a = 10.0 bohr, V = 250.0 bohr^3, r0 = 4.3301 bohr
S = 0.200 Ry/bohr^2, B = 0.010 Ry/bohr^2
[xx,xx] = 0.010667 Ry/bohr^3
[xx,yy] = 0.008000 Ry/bohr^3
[xy,xy] = 0.006667 Ry/bohr^3
Lambda_(z,xy) of atom 2 = 0.533333 Ry/bohr
internal spring = 0.320000 Ry/bohr^2
(xy,xy) = -0.003556 Ry/bohr^3
1 Ry/bohr^3 = 14710.51 GPa
c11 = 0.010667 Ry/bohr^3 = 156.91 GPa
c12 = 0.005333 Ry/bohr^3 = 78.46 GPa
c44 clamped = 0.008000 Ry/bohr^3 = 117.68 GPa
c44 relaxed = 0.004444 Ry/bohr^3 = 65.38 GPa
c44 from relaxed strained energy = 0.004444 Ry/bohr^3
sublattice shift / shear angle = -1.6667 bohr
internal-strain parameter (S-4B)/(S+4B) = 0.6667
Transverse wave along x, mass ratio 1:3
q = 0.100 /bohr: rho omega^2/q^2 = 0.004381 Ry/bohr^3
q = 0.050 /bohr: rho omega^2/q^2 = 0.004429 Ry/bohr^3
q = 0.025 /bohr: rho omega^2/q^2 = 0.004440 Ry/bohr^3
error ratios on halving q = 4.003, 4.001
```
